\section*{Three-Beam TM Imaging and the Loss of the Second Harmonic, part 1}

(Sections cited here and not found follow in the second part.)

\section{The three-beam image in a uniform resist}

\subsection{The physical situation}

A grating mask is illuminated at normal incidence, and the projection lens passes three diffraction orders: the zero order, which travels along the axis, and two first orders, which arrive from opposite sides. Their interference in the photoresist is the image of the grating.

Each pair of beams produces its own fringes. The zero order and a first order give fringes with the period $p$ of the image. The two first orders, whose transverse wave vectors differ twice as much, give fringes of period $p/2$. This second harmonic sharpens or flattens the profile, and by changing the intensity at the edge of a line it affects the relative steepness there.

Interference requires more than coherence. Two perpendicular electric fields add to an intensity without fringes, whatever their relative phase. If the electric fields lie in the plane that contains the beams, they tilt with the beams, and the fringes at first weaken as the angles grow from zero. The question is how much each harmonic weakens, and at what angle one of them is lost.

\subsection{Geometry and assumptions}

Let $z$ point into the resist and let the three beams lie in the $xz$ plane. The mask lines run along $y$, so nothing depends on $y$. The resist has refractive index $n$, and $\lambda$ is the vacuum wavelength. We write
\begin{equation}
k_0=\frac{2\pi}{\lambda},\qquad k=nk_0,\qquad
K=k\sin\theta=\frac{2\pi}{p}.
\label{eq:k}
\end{equation}
Here $\theta$ is the angle between a first order and the $z$ axis \emph{inside the resist}. The last equality holds because the first orders carry the transverse wave numbers $\pm K$ of a grating with image period $p$. It gives $p=\lambda/(n\sin\theta)$.

The beams are treated as plane waves that are fully coherent with one another. The zero order has the real electric amplitude $a_0$, and each first order has the real amplitude $a_1$. Amplitudes are measured relative to the field that a clear mask would produce in the resist, so intensities are relative to the clear-mask intensity. The three waves are in phase on the line $x=0$, $z=0$, and the plane $z=0$ is the plane of focus.

For now the resist is uniform, without reflected waves. It absorbs so weakly that attenuation of the beams can be neglected, although the absorption is what exposes it. These restrictions are examined in the second half.

In TM polarization the electric field lies in the $xz$ plane and the magnetic field points along $y$. In TE polarization the electric field points along $y$.

\subsection{Which quantity exposes the resist}

The word intensity can refer to energy flow or to the square of a field. For one plane wave these are proportional, but for several beams they are in general not. We must therefore find the quantity that governs absorption.

Let all fields vary as $e^{-i\omega t}$, and let the complex relative permittivity be $\varepsilon=\varepsilon'+i\varepsilon''$, the same for all field directions. Maxwell's curl equations are
\begin{equation}
\nabla\times\mathbf E=i\omega\mu_0\mathbf H,\qquad
\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\,\mathbf E .
\label{eq:maxwell}
\end{equation}
The time-averaged energy flow is $\mathbf S=\tfrac12\mathrm{Re}(\mathbf E\times\mathbf H^*)$. The vector identity for the divergence of a cross product, followed by \eqref{eq:maxwell}, gives
\begin{align}
\nabla\cdot(\mathbf E\times\mathbf H^*)
&=\mathbf H^*\cdot(\nabla\times\mathbf E)
 -\mathbf E\cdot(\nabla\times\mathbf H^*)\nonumber\\
&=i\omega\mu_0|\mathbf H|^2
 -i\omega\varepsilon_0\varepsilon^*|\mathbf E|^2 .
\end{align}
The sign of the last term follows from complex conjugation of the second curl equation, which turns $-i\varepsilon$ into $+i\varepsilon^*$. The magnetic term is imaginary. In the electric term, $-i\varepsilon^*=-i\varepsilon'-\varepsilon''$, whose real part is $-\varepsilon''$. The power absorbed per unit volume is therefore
\begin{equation}
-\nabla\cdot\mathbf S=\frac12\,\omega\varepsilon_0\varepsilon''|\mathbf E|^2 .
\label{eq:absorb}
\end{equation}
In this formula $\mathbf E$ is the field in V/m. Since the prefactor is uniform, the exposure pattern is that of $|\mathbf E|^2$. From here on $\mathbf E$ denotes the field divided by the clear-mask amplitude, and
\begin{equation}
I(x,z)=|\mathbf E(x,z)|^2=|E_x|^2+|E_z|^2
\end{equation}
is the image in TM polarization. Both components count, including the one along the optical axis.

\subsection{The direction of each electric field}

Consider one TM plane wave whose direction makes a signed angle $\alpha$ with the $z$ axis. Its wave vector has the components $k_x=k\sin\alpha$ and $k_z=k\cos\alpha$, and its magnetic field is
\begin{equation}
H_y=H_0e^{i(k_xx+k_zz)} .
\end{equation}
For a field along $y$ that is independent of $y$, the curl is
\begin{equation}
\nabla\times\mathbf H=
\left(-\frac{\partial H_y}{\partial z},\,0,\,
\frac{\partial H_y}{\partial x}\right)
=i(-k_z,0,k_x)H_y .
\end{equation}
Setting this equal to $-i\omega\varepsilon_0n^2\mathbf E$ and dividing by $-i\omega\varepsilon_0n^2$, we obtain
\begin{equation}
\mathbf E=\frac{H_y}{\omega\varepsilon_0n^2}(k_z,0,-k_x).
\label{eq:curlE}
\end{equation}
The unit vector along the electric field is thus
\begin{equation}
\mathbf e(\alpha)=(\cos\alpha,\,0,\,-\sin\alpha).
\label{eq:e}
\end{equation}
It is perpendicular to the direction of travel $(\sin\alpha,0,\cos\alpha)$, as it must be. The three orders have $\alpha=0$, $\theta$ and $-\theta$:
\begin{equation}
\mathbf e_0=(1,0,0),\qquad
\mathbf e_+=(\cos\theta,0,-\sin\theta),\qquad
\mathbf e_-=(\cos\theta,0,\sin\theta).
\end{equation}
The $x$ components have the same sign, while the $z$ components of the first orders are opposite. That opposition is the source of the effect.

For any two beams in the plane,
\begin{equation}
\mathbf e(\alpha)\cdot\mathbf e(\beta)
=\cos\alpha\cos\beta+\sin\alpha\sin\beta
=\cos(\alpha-\beta).
\label{eq:dot}
\end{equation}
The polarization factor is the cosine of the angle between the beams. In particular,
\begin{equation}
\mathbf e_0\cdot\mathbf e_\pm=\cos\theta,\qquad
\mathbf e_+\cdot\mathbf e_-=\cos^2\theta-\sin^2\theta=\cos2\theta .
\label{eq:factors}
\end{equation}

\subsection{Adding the three waves}

The total field is
\begin{equation}
\mathbf E=a_0\mathbf e_0e^{ikz}
+a_1\left(\mathbf e_+e^{iKx}+\mathbf e_-e^{-iKx}\right)
e^{ikz\cos\theta}.
\end{equation}
In the $x$ component the two first orders add with equal signs, and $e^{iKx}+e^{-iKx}=2\cos Kx$. In the $z$ component they add with opposite signs, and $-e^{iKx}+e^{-iKx}=-2i\sin Kx$. Hence
\begin{align}
E_x&=a_0e^{ikz}+2a_1\cos\theta\cos Kx\,e^{ikz\cos\theta},
\label{eq:Ex}\\
E_z&=-2ia_1\sin\theta\sin Kx\,e^{ikz\cos\theta}.
\label{eq:Ez}
\end{align}
The zero order has no $z$ component, so it interferes with the first orders through $E_x$ alone.

For the square of $E_x$ we use $|u+v|^2=|u|^2+|v|^2+2\,\mathrm{Re}(uv^*)$. The phase of $uv^*$ is the difference of the two propagation phases,
\begin{equation}
\phi(z)=kz-kz\cos\theta=kz(1-\cos\theta).
\label{eq:phi}
\end{equation}
The two squares are then
\begin{align}
|E_x|^2&=a_0^2+4a_1^2\cos^2\theta\cos^2Kx
+4a_0a_1\cos\theta\cos Kx\cos\phi,\\
|E_z|^2&=4a_1^2\sin^2\theta\sin^2Kx .
\end{align}
To separate the harmonics, insert $2\cos^2Kx=1+\cos2Kx$ and $2\sin^2Kx=1-\cos2Kx$. The terms in $a_1^2$ become
\begin{align}
&2a_1^2\cos^2\theta(1+\cos2Kx)+2a_1^2\sin^2\theta(1-\cos2Kx)\nonumber\\
&\qquad=2a_1^2(\cos^2\theta+\sin^2\theta)
+2a_1^2(\cos^2\theta-\sin^2\theta)\cos2Kx\nonumber\\
&\qquad=2a_1^2+2a_1^2\cos2\theta\cos2Kx .
\end{align}
The image is therefore
\begin{equation}
I_{\rm TM}=a_0^2+2a_1^2
+4a_0a_1\cos\theta\cos\phi\cos Kx
+2a_1^2\cos2\theta\cos2Kx .
\label{eq:main}
\end{equation}

In TE polarization all three unit vectors point along $y$, and each dot product in \eqref{eq:factors} is replaced by 1. The phases are unchanged, so
\begin{equation}
I_{\rm TE}=a_0^2+2a_1^2
+4a_0a_1\cos\phi\cos Kx+2a_1^2\cos2Kx .
\label{eq:TE}
\end{equation}
For equal amplitudes in the resist, the two images have the same mean. Polarization changes the modulation.

\subsection{What happens at 45 degrees}

The second harmonic of \eqref{eq:main} vanishes when $\cos2\theta=0$, which for $0<\theta<90^\circ$ means $\theta=45^\circ$. The two first orders then travel at right angles to each other, and so do their electric fields.

The fringes of the separate components have not disappeared. According to \eqref{eq:Ex} and \eqref{eq:Ez}, the first orders by themselves give a transverse intensity proportional to $\cos^2\theta\cos^2Kx$ and an axial intensity proportional to $\sin^2\theta\sin^2Kx$. The maxima of one lie on the zeros of the other. At $45^\circ$ the two patterns have equal weight, and their sum is uniform.

Below $45^\circ$ the transverse pattern is stronger, and the second harmonic has its TE sign. Above $45^\circ$ the axial pattern wins and the sign is reversed: the maxima of the second harmonic move from $x=0$ and $x=p/2$ to the positions halfway between them. The harmonic is thus absent at one angle and returns, inverted, at larger angles.

The first harmonic carries $\cos\theta$ and is still present at $45^\circ$, with a factor $1/\sqrt2$. At small angles,
\begin{equation}
\cos\theta\approx1-\frac{\theta^2}{2},\qquad
\cos2\theta\approx1-2\theta^2 ,
\end{equation}
with $\theta$ in radians. To this order the second harmonic loses four times as large a fraction as the first, because the beams that produce it are separated by twice the angle. In the opposite limit, $\theta\to90^\circ$, the electric fields of the first orders point along $z$. They no longer interfere with the zero order, and their mutual fringes have full strength with reversed sign.

\subsection{Which conditions the null needs}

Equality of the first orders is not required. Let their amplitudes be $a_+$ and $a_-$, with phases $\delta_+$ and $\delta_-$. Their interference term is
\begin{equation}
2a_+a_-\,(\mathbf e_+\cdot\mathbf e_-)
\cos(2Kx+\delta_+-\delta_-),
\end{equation}
which still contains $\cos2\theta$. Unequal amplitudes change the strength of the second harmonic, and unequal phases shift it sideways, but neither moves the null.

Isotropic absorption is required. Suppose that weak absorption gives $|E_x|^2$ and $|E_z|^2$ different positive weights $w_x$ and $w_z$, while the real index remains isotropic. The second harmonic is then proportional to $w_x\cos^2\theta-w_z\sin^2\theta$, and it vanishes at $\tan\theta=\sqrt{w_x/w_z}$. This is $45^\circ$ when the weights are equal.

The null also belongs to the electric field. The magnetic fields of all three TM waves point along $y$. Apart from a common factor, they add to
\begin{equation}
h=a_0e^{ikz}+2a_1\cos Kx\,e^{ikz\cos\theta}.
\end{equation}
The last term has the square $4a_1^2\cos^2Kx$, so $|h|^2$ contains the full second harmonic $2a_1^2\cos2Kx$ at any angle. The energy flow along $z$ is proportional to $\mathrm{Re}(E_xh^*)$. Its term in $a_1^2$ is $4a_1^2\cos\theta\cos^2Kx$, whose second harmonic has the factor $\cos\theta$. At $45^\circ$ the three factors are 0 for the electric intensity, 1 for the magnetic intensity and 0.7071 for the axial energy flow. By \eqref{eq:absorb}, the first of these describes the exposure.

\section{Edge slope, defocus and the limits of the model}

\subsection{Symbols and results carried over}

The resist has index $n$. The vacuum wave number is $k_0=2\pi/\lambda$, and $k=nk_0$. The zero order has amplitude $a_0$; the first orders have amplitude $a_1$ and travel at $\pm\theta$ inside the resist. The image period is $p=2\pi/K$, with $K=k\sin\theta$. At a distance $z$ from focus the TM image is
\begin{equation}
I_{\rm TM}=a_0^2+2a_1^2
+4a_0a_1\cos\theta\cos\phi\cos Kx
+2a_1^2\cos2\theta\cos2Kx,
\label{eq:again}
\end{equation}
where $\phi=kz(1-\cos\theta)$. In TE polarization $\cos\theta$ and $\cos2\theta$ in the prefactors are replaced by 1, while $\phi$ is unchanged. The electric unit vector of a TM wave at signed angle $\alpha$ is $(\cos\alpha,0,-\sin\alpha)$, so two waves interfere with the cosine of the angle between them.

\subsection{An immersion example}

Take $\lambda=193$ nm, a resist index of 1.70, a water index of 1.44 and a numerical aperture of 1.35. The indices are chosen inputs, roughly of the size met in water-immersion lithography, and are treated as exact in the arithmetic below. The mask is thin and has equal lines and spaces. With $u$ the position in units of the period, the open part extends from $u=-1/4$ to $1/4$, and the order amplitudes are
\begin{align}
a_0&=\int_{-1/4}^{1/4}du=\frac12,\\
a_1&=\int_{-1/4}^{1/4}\cos(2\pi u)\,du
=\frac{1}{\pi}=0.3183 .
\end{align}
We first take these as the amplitudes in the resist; the change made by the lens and the water surface is estimated later.

The second harmonic vanishes at the period
\begin{equation}
p=\frac{\lambda}{n\sin45^\circ}
=\frac{193\ \text{nm}}{1.70\times0.7071}=160.6\ \text{nm}.
\end{equation}
The first orders have $n\sin\theta=\lambda/p=1.202$, which is below 1.35, so the lens passes them. The second orders would need twice this value and are blocked. The image is indeed formed by three beams.

The product of index and sine is conserved across a flat interface. In the water the same first orders travel at the larger angle $\theta_w$, with $\sin\theta_w=1.202/1.44$ and $\theta_w=56.6^\circ$. The angle in the water would suggest a reversed second harmonic with the factor $-0.39$. It would also place the null at a period of 189.5 nm. For the image in the resist, both conclusions are wrong.

The polarization factors at three angles, found numerically by taking the curl of the summed magnetic field and Fourier-analysing $|\mathbf E|^2$, are as follows.
\begin{center}
\begin{tabular}{cccc}
$\theta$ in resist & $p$ (nm) & zero--first & first--first\\
$30.0^\circ$ & 227.1 & 0.866 & 0.500\\
$45.0^\circ$ & 160.6 & 0.707 & 0.000\\
$52.6^\circ$ & 143.0 & 0.608 & $-0.261$
\end{tabular}
\end{center}
They agree with $\cos\theta$ and $\cos2\theta$. The last row is the limit set by the numerical aperture, so the reversal lies within reach of this lens.

In TM polarization the first harmonic of the exposure carries the factor $\cos\theta$ and the second $\cos2\theta$, so the second vanishes at $45^\circ$ inside the resist, which in the example means a period of 160.6 nm. It remains to find what this does to the edge slope and to the image out of focus, and how absorption, reflection, source size, the lens and the water surface change the result.

All numerical values are calculated from the stated model.
